Polarizability of a particle in a hard sphere from the wall condition

**The system**

An electron moves freely inside a sphere of radius R and cannot leave it: the wavefunction vanishes at r = R. The electron is in its ground state. A weak, uniform, static electric field F is then applied along z. Spin plays no part.

Atomic units are used, so ħ, the electron mass and the elementary charge are 1. The electron has charge −1 and its potential energy in the field is +Fz. The Hamiltonian inside the sphere is

H = H₀ + Fz, H₀ = −½∇².

F denotes the field that acts inside the sphere. Image charges and any dielectric contrast between the inside and the outside are left out. The polarizability α is defined by the ground-state energy at small field,

E(F) = E₀ − ½αF² + O(F⁴).

Odd powers of F are absent because the reflection z → −z turns F into −F and leaves the sphere unchanged.

**Part (a). Find the normalized ground state without the field, and its energy.**

*Answer.* For a state with angular momentum l, write the radial function as u(r)/r. The energy is then the integral of

½u'² + l(l+1)u²/(2r²)

over the radius, divided by the integral of u², with u(0) = u(R) = 0. The second term is positive for l ≥ 1, so the lowest level has l = 0.

For l = 0 the equation is u₀'' + k²u₀ = 0 with E₀ = k²/2. The condition at the origin selects sin kr, and the wall requires sin kR = 0. The smallest positive solution is k = π/R, so

ψ₀ = A sin(kr)/r, k = π/R, E₀ = π²/(2R²).

Normalization gives

1 = 4πA² ∫₀ᴿ sin²(kr) dr = 4πA² · R/2, hence A² = 1/(2πR).

**Part (b). Derive the equation for the first-order wavefunction, reduce it to a radial equation, and express α through its solution.**

*Answer.* Expand the state as ψ₀ + Fψ₁ + F²ψ₂ + … and the energy as E₀ + F²E₂ + …. Every term of the wavefunction must vanish at the wall, because the full wavefunction does so for every F. The terms of first and second order in F give

(H₀ − E₀)ψ₁ = −zψ₀,

(H₀ − E₀)ψ₂ + zψ₁ = E₂ψ₀.

Multiply the second equation by ψ₀ and integrate over the sphere. Since ψ₀ and ψ₂ both vanish at r = R, two integrations by parts move H₀ onto ψ₀ without leaving a surface term. There (H₀ − E₀)ψ₀ = 0, so

E₂ = ⟨ψ₀|z|ψ₁⟩, α = −2E₂.

The source −zψ₀ is proportional to cos θ, which is an l = 1 function. Therefore set

ψ₁ = cos θ · u(r)/r.

This function is orthogonal to ψ₀ by its angular part. The Laplacian acts on it as

∇²ψ₁ = (cos θ/r)(u'' − 2u/r²).

Because H₀ − E₀ = −½(∇² + k²), the first-order equation reads

−½(cos θ/r)(u'' − 2u/r² + k²u) = −r cos θ · A sin(kr)/r.

Multiplying by −2r/cos θ gives

u'' − 2u/r² + k²u = 2A r sin kr, u(R) = 0,

with ψ₁ finite at the origin.

The sign of α can be settled before solving. Inserting the first-order equation into E₂ gives

E₂ = −⟨ψ₁|H₀ − E₀|ψ₁⟩.

If ψ₁ obeys the wall condition, it can be expanded in the l = 1 states of the sphere. By part (a) these all lie above E₀, so E₂ < 0 and α > 0.

**Part (c). Find one solution of the inhomogeneous equation that is regular at the origin. Is it acceptable as it stands?**

*Answer.* The source oscillates with the same k as the solutions of the homogeneous equation. As in a resonantly driven oscillator, this suggests a trial function with an extra power of r and the phase shifted by a quarter period: r² cos kr. Its derivatives are

(r² cos kr)' = 2r cos kr − kr² sin kr,

(r² cos kr)'' = 2 cos kr − 4kr sin kr − k²r² cos kr.

Adding −2/r² and k² times the function itself cancels the first and third terms of the second derivative:

(r² cos kr)'' − 2 cos kr + k²r² cos kr = −4kr sin kr.

To turn the right side into 2A r sin kr, multiply by −A/(2k). A particular solution is

u_p = −(A/2k) r² cos kr.

It goes to zero as r² at the origin, as an l = 1 function should. At the wall, however, cos kR = cos π = −1, and

u_p(R) = AR²/(2k) ≠ 0.

The function satisfies the differential equation but not the boundary condition, so it is not yet the first-order wavefunction.

**Part (d). Add the homogeneous solution that enforces the wall condition. Is the result unique, and which way does the electron move?**

*Answer.* Near the origin the homogeneous equation is dominated by u'' = 2u/r². A power rᵖ then requires p(p − 1) = 2, so p = 2 or p = −1. The second behaviour makes ψ₁ grow as 1/r², which is not normalizable. One regular solution remains, up to a factor:

h(r) = sin x/x − cos x, x = kr.

To verify it, differentiate twice with respect to x:

h' = cos x/x − sin x/x² + sin x,

h'' = −sin x/x − 2 cos x/x² + 2 sin x/x³ + cos x.

Furthermore,

−2h/x² = −2 sin x/x³ + 2 cos x/x².

The sum h'' − 2h/x² is −sin x/x + cos x = −h, as required.

At the wall h(R) = 0 − (−1) = 1. With u = u_p + Ch, the condition u(R) = 0 gives

C = −u_p(R)/h(R) = −AR²/(2k).

The constant is unique because h(R) is not zero. If h(R) were zero, E₀ would also be an l = 1 level of the sphere, and part (a) excludes that. The complete radial function is

u(r) = −(A/2k)[r² cos kr + R²(sin kr/(kr) − cos kr)].

To find its sign, write the bracket as

B = R² sin x/x − (R² − r²) cos x.

For R/2 ≤ r < R, cos x is zero or negative and sin x/x is positive, so B > 0. For 0 < r < R/2, tan x > x gives sin x/x > cos x, and therefore B > r² cos x > 0. Hence u is negative throughout the interior.

The first-order change of the density is 2Fψ₀ψ₁, which has the sign of −cos θ for F > 0. Density is removed from the side z > 0 and added to the side z < 0. The electron moves against the field, as its negative charge demands.

**Part (e). Calculate α, and give separately the contributions of the particular and the homogeneous solution.**

*Answer.* The angular integral of cos²θ is 4π/3. The powers of r in ψ₀, z, ψ₁ and the volume element combine to r, so

E₂ = (4π/3)A ∫₀ᴿ r sin(kr) u(r) dr.

Insert u and use α = −2E₂. The two minus signs cancel:

α = (4πA²/(3k)) [J₁ + R²(J₂ − J₃)],

J₁ = ∫₀ᴿ r³ sin kr cos kr dr,

J₂ = ∫₀ᴿ sin²(kr)/k dr,

J₃ = ∫₀ᴿ r sin kr cos kr dr.

With A² = 1/(2πR) and kR = π, the prefactor is

4πA²/(3k) = 2/(3kR) = 2/(3π).

For J₁ and J₃ use sin kr cos kr = ½ sin qr, with q = 2k = 2π/R. Repeated integration by parts gives

∫ r³ sin qr dr = −r³ cos qr/q + 3r² sin qr/q² + 6r cos qr/q³ − 6 sin qr/q⁴.

At the upper limit sin qR = 0 and cos qR = 1, and at the lower limit every term vanishes. Therefore

J₁ = ½(−R³/q + 6R/q³) = R⁴[−1/(4π) + 3/(8π³)].

In the same way, ∫ r sin qr dr = −r cos qr/q + sin qr/q², so

J₃ = ½(−R/q) = −R²/(4π).

The average of sin² over the interval is ½, which gives

J₂ = R/(2k) = R²/(2π).

The particular solution contributes

α_p = (2/(3π))J₁ = (3 − 2π²)R⁴/(12π⁴),

and the homogeneous solution contributes

α_h = (2/(3π))R²(J₂ − J₃) = (2/(3π)) · 3R⁴/(4π) = R⁴/(2π²) = 6π²R⁴/(12π⁴).

Their sum is

α = (3 + 4π²)R⁴/(12π⁴) ≈ 0.03634 R⁴.

The particular part is negative. Taken alone it would contradict the sign found in part (b), whose proof needed ψ₁ to vanish at the wall. The correction from the wall is thus larger than the term it corrects, and it reverses the sign. The division into two parts belongs to this choice of u_p, since any multiple of h could be moved from one part to the other; the sum does not depend on it.

**Part (f). Restore the units for a particle of mass m and charge q, and explain the fourth power of R.**

*Answer.* The Hamiltonian is now −(ħ²/2m)∇² − qFz. Multiplied by m/ħ² it becomes −½∇² + fz, with f = −mqF/ħ². This is the problem already solved, with f in place of F. Its eigenvalue shifts by −½cR⁴f², where c = (3 + 4π²)/(12π⁴). Multiplying back by ħ²/m gives

ΔE = −½ c R⁴ (ħ²/m)(m²q²F²/ħ⁴) = −½ c (mq²R⁴/ħ²) F²,

α = (3 + 4π²) m q² R⁴/(12π⁴ħ²).

The charge enters squared, so its sign does not matter. A heavier particle is more polarizable, because its levels lie closer together. The power of R has the same origin: α is a squared displacement, proportional to R², divided by a level spacing, proportional to 1/R².

**Part (g). Without using u(r), enclose α between two bounds. Evaluate them for R = 10 bohr.**

*Answer.* Expand ψ₁ in the l = 1 states |n⟩ of the sphere, with energies Eₙ. The first-order equation gives the coefficients −⟨n|z|ψ₀⟩/(Eₙ − E₀), so

α = 2 Σₙ |⟨n|z|ψ₀⟩|²/(Eₙ − E₀).

All terms are positive or zero. The first term alone is therefore a lower bound. Replacing every denominator by the smallest one, Δ = E₁ − E₀, can only increase the sum. The numerators then add up to ⟨z²⟩ by completeness:

α ≤ 2⟨z²⟩/Δ.

Since ψ₀ is spherical, ⟨z²⟩ = ⟨r²⟩/3. With sin² kr = ½(1 − cos qr),

⟨r²⟩ = (2/R) ∫₀ᴿ r² sin²(kr) dr = (2/R)[R³/6 − ½ ∫₀ᴿ r² cos qr dr].

The last integral follows from

∫ r² cos qr dr = r² sin qr/q + 2r cos qr/q² − 2 sin qr/q³,

which between the limits gives 2R/q² = R³/(2π²). Hence

⟨z²⟩ = R²[1/9 − 1/(6π²)].

For R = 10 bohr this is 9.4224 bohr². The l = 1 levels follow from h(R) = 0 with k now free, that is, from tan kR = kR. The lowest one lies Δ = 0.051606 hartree above the ground state. The upper bound is

2 × 9.4224/0.051606 ≈ 365.2 a.u.

The first term of the sum, evaluated numerically, is 363.0 a.u. The formula of part (e) gives 363.4 a.u., which lies between the two. The lower bound is close because the first l = 1 level supplies 99.88 percent of α. The upper bound is close because the same level also supplies most of ⟨z²⟩: its share is the ratio of the two bounds, 363.0/365.2, or 99.4 percent. The closure step misjudges the denominators of the small remainder alone.

**Part (h). For R = 10 bohr and F = 0.001 a.u., find the constants of u, the contributions to α, the induced dipole and the energy shift. Judge the accuracy of second order.**

*Answer.* These are round model values and stand for no particular material. The constants are

k = π/10 = 0.314159 bohr⁻¹,

A = 1/√(20π) = 0.126157 bohr^(−1/2),

u_p(R) = 0.126157 × 100/(2 × 0.314159) = 20.08 a.u., C = −20.08 a.u.

At half the radius cos kr = 0 and sin kr/(kr) = 2/π, so u(R/2) = −20.08 × 2/π = −12.78 a.u. A finite-difference solution of the boundary-value problem agrees with u(r) over the whole grid, with a largest error of 1.3 × 10⁻⁷ relative to the maximum of |u|.

The integrals are J₁ = −674.83 bohr⁴, J₂ = 15.915 bohr² and J₃ = −7.958 bohr². Thus

α_p = (2/(3π)) × (−674.83) = −143.2 a.u.,

α_h = (2/(3π)) × 100 × (15.915 + 7.958) = 506.6 a.u.,

α = 363.4 a.u. = 5.992 × 10⁻³⁹ C² m²/J.

The derivative of the energy with respect to F is ⟨z⟩, so ⟨z⟩ = −αF to first order. The dipole of the electron is d = −⟨z⟩, and

d = αF = 363.4 × 0.001 = 0.3634 a.u.,

ΔE = −½ × 363.4 × (0.001)² = −1.817 × 10⁻⁴ hartree = −4.944 meV.

For comparison, H₀ + Fz was diagonalized at this field in a basis of field-free states with l = 0 to 4 and 16 radial functions for each l. The result is d = 0.3624 a.u. and ΔE = −1.814 × 10⁻⁴ hartree. Relative to the second-order treatment, the dipole is smaller by 0.28 percent and the shift by 0.14 percent.

The factor of two between these deviations can be understood. If the next term of the energy is −βF⁴, then d = −dE/dF = αF + 4βF³. The relative correction is 2βF²/α for the energy and 4βF²/α for the dipole. Both corrections reduce the response, so β is negative here, about −2.6 × 10⁵ a.u. The sign results from a balance in fourth-order perturbation theory: the paths through excited l = 0 states and through l = 2 states add about +0.8 × 10⁵ and +3.0 × 10⁵ to β, and the term E₂⟨ψ₁|ψ₁⟩, about −6.4 × 10⁵, outweighs them.

Taken to small fields, the diagonalization gives α = 363.4022 a.u. at R = 10 bohr and 47.0969 a.u. at R = 6 bohr, in agreement with the formula to all printed digits. The ratio of the two is (6/10)⁴ = 0.1296, as the R⁴ law requires.

**Part (i). When does the result cease to hold?**

*Answer.* The field must mix in little of the first l = 1 state. The lower bound of part (g) gives its matrix element:

|⟨1|z|ψ₀⟩|² = 363.0 × 0.051606/2 ≈ 9.37 bohr², so |⟨1|z|ψ₀⟩| ≈ 3.06 bohr.

The mixing coefficient is 3.06 × 0.001/0.0516 ≈ 0.059, which is small. It scales as length divided by energy, that is, as FR³. At the same field a sphere of twice the radius would have a coefficient of about 0.47, and second order would give only a rough estimate.

There is also a strict limit. The electron cannot leave the sphere, so |⟨z⟩| < R and the dipole cannot reach R. The linear law d = αF would reach it at

F = R/α = 10/363.4 ≈ 0.028 a.u.,

and must fail before that. It fails well before: the true dipole is 19 percent below αF at F = 0.01 a.u. and about half of αF at F = R/α. In a very strong field the electron is pressed against one side of the wall and the dipole approaches R slowly, reaching 6.8 a.u. at F = 0.1 a.u. and 8.6 a.u. at F = 1 a.u.

The wall itself is the other condition. With a barrier of finite height the wavefunction extends beyond R. The field-free ground state then has a smaller k than π/R, and the condition u(R) = 0 is replaced by a matching of u and its derivative to an outer solution, so k, A and C all change. The effect is large: at R = 10 bohr, with the same mass inside and outside, α exceeds the hard-wall value by a factor of about 1.3 for a barrier of 1 hartree, 1.9 for 0.2 hartree and 2.7 for 0.1 hartree, so for barriers of a few electronvolts the formula underestimates α by a factor of two or more. In a uniform field that extends without limit, the electron could also tunnel out. The hard wall excludes this, so the state considered here remains truly bound at any field strength. The numerical output below lists the main values used.

Calculated quantities

```
alpha / R^4 from the formula: 0.036340 (a.u.)
radius R: 10.0 bohr
field F: 0.0010 a.u.
wave number k: 0.314159 1/bohr
normalization A: 0.126157 bohr^(-1/2)
ground energy E0: 0.049348 hartree
particular solution at the wall, u_p(R): 20.0785 a.u.
homogeneous coefficient C: -20.0785 a.u.
full u at R/2: -12.7823 a.u.
full u at the wall (absolute): 0.0e+00 a.u.
finite-difference u, largest relative error: 1.3e-07
J1: -674.8315 bohr^4
J2: 15.9155 bohr^2
J3: -7.9577 bohr^2
alpha, particular part: -143.2037 a.u.
alpha, homogeneous part: 506.6059 a.u.
alpha, total: 363.4022 a.u.
alpha, sum over 16 p states: 363.4022 a.u.
alpha, finite-field diagonalization: 363.4022 a.u.
second radius: 6.0 bohr
alpha there, formula: 47.0969 a.u.
alpha there, diagonalization: 47.0969 a.u.
gap to the first p level: 0.051606 hartree
mean z^2 in the ground state: 9.4224 bohr^2
lower bound, first p level only: 362.9739 a.u.
upper bound, closure: 365.1705 a.u.
share of the first p level: 99.88 percent
induced dipole, alpha F: 0.36340 a.u.
induced dipole, diagonalization: 0.36238 a.u.
energy shift, second order: -1.81701e-04 hartree
energy shift, diagonalization: -1.81444e-04 hartree
shift ratio, full/second order: 0.99858
alpha in SI: 5.9917e-39 C^2 m^2 / J
energy shift, second order: -4.944 meV
```
